# Free-Carrier Absorption and Its Wavelength Exponents from Second-Order Perturbation Theory, part 1

(Sections cited here and not found follow in the second part.)

## I. From a single plane wave to the three exponents

The Drude model makes the absorption coefficient of free carriers proportional to the square of the wavelength, with a strength fixed by the momentum relaxation rate. If this law is carried to photon energies far above the thermal energy, it can fail badly. In the example worked out below, the Drude value for ionized impurities is about 43 times the second-order Born result at a photon energy of ten times the temperature, and about 340 times at forty times the temperature. These factors use the energy-weighted rate that makes Drude exact at low photon energy; a rate taken from the dc mobility gives about 17 and 136. For acoustic phonons the error at the higher energy has the other sign: Drude gives too little. One relaxation rate cannot repair both. What matters is how each scatterer supplies the large momentum that the absorbing electron needs.

### Conventions

Hartree atomic units are used, so $\hbar=1$ and the electron has charge $-1$. Temperature $T$ is an energy. The normalization volume is one. The carriers have density $n$ and occupy one isotropic parabolic band, $E_k=k^2/2m$, with $m$ in units of the electron mass. They are nondegenerate, so final states are taken as empty.

The light has photon energy $\omega$ and real linear polarization $\mathbf e$. Its wavevector is neglected beside the electron momenta. The field is then uniform, with

$$\mathbf A(t)=A_0\mathbf e\cos\omega t,\qquad \mathbf F(t)=-\frac{d\mathbf A}{dt}=F\mathbf e\sin\omega t,\qquad F=\omega A_0 .$$

The factor $1/c$ of Gaussian notation has been absorbed into $\mathbf A$.

### The simplest case: no scatterer

For charge $-1$ the Hamiltonian is

$$H=\frac{(\mathbf p+\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{\mathbf A\cdot\mathbf p}{m}+\frac{A^2}{2m}.$$

The last term is the same for every electron state and causes no transition. The middle term is diagonal in plane waves, because a uniform field commutes with $\mathbf p$. An electron therefore stays in its state $\mathbf k$, and its phase alone changes. There is no absorption. A second agent must change the momentum, and the lowest-order process contains one action of the light and one of the scatterer.

### Two plane waves and one scatterer

Let a static potential have the matrix element $V$ between $\mathbf k$ and $\mathbf k'$, and put $\mathbf q=\mathbf k'-\mathbf k$. Absorption comes from the part of the field that varies as $e^{-i\omega t}$. In state $\mathbf k$ this part has the matrix element

$$\frac{A_0}{2m}\,\mathbf e\cdot\mathbf k ,$$

where the factor $1/2$ comes from the cosine. Second-order perturbation theory divides each product of matrix elements by the initial energy minus the intermediate energy, with the photon included.

If the light acts first, the initial energy is $E_k+\omega$ and the intermediate energy is $E_k$. The denominator is $+\omega$. If the scatterer acts first, the electron is in $\mathbf k'$ and the photon is still present. The denominator is then $(E_k+\omega)-(E_{k'}+\omega)=E_k-E_{k'}=-\omega$, by overall energy conservation. The sum is

$$M=\frac{V A_0}{2m}\left(\frac{\mathbf e\cdot\mathbf k}{\omega}-\frac{\mathbf e\cdot\mathbf k'}{\omega}\right)=-\frac{V A_0\,\mathbf e\cdot\mathbf q}{2m\omega}.$$

The two paths nearly cancel when little momentum is transferred. Only the change of momentum survives, as it should: a drift common to both states cannot absorb energy.

The same denominators hold when the scatterer is a phonon of energy $\Omega$. If the phonon is absorbed, conservation reads $E_{k'}=E_k+\omega+\Omega$. With the scatterer acting first, the denominator is $E_k+\Omega-E_{k'}=-\omega$. If the phonon is emitted, $\Omega$ changes sign in both expressions and the result is again $-\omega$. No phonon energy has been neglected in the amplitude.

There is another way to obtain $M$, which treats the field without expansion. The energy difference between the two plane waves contains the term $(A_0\mathbf e\cdot\mathbf q/m)\cos\omega t$. At resonance, $E_{k'}-E_k=\omega$, the transition amplitude to first order in $V$ is

$$a(t)=-iV\int_0^t dt'\,e^{i\omega t'+i\beta\sin\omega t'},\qquad \beta=\frac{A_0\mathbf e\cdot\mathbf q}{m\omega}.$$

Over whole periods the mean of the integrand is the Bessel function $J_{-1}(\beta)=-J_1(\beta)$. For small $\beta$ this is $-\beta/2$, so $a(t)=-iMt$ with the same $M$ as before.

This was tested by propagating two plane waves in time, with $m=\omega=1$, $k=0.5$, $k'=1.5$, $A_0=0.1$ and $V=10^{-3}$. After 200 periods the formula gives an amplitude of modulus

$$10^{-3}\times\frac{0.1\times1}{2}\times 2\pi\times200=0.06283 ,$$

and the propagation gives 0.06271. Two known effects account for the difference of 0.2 percent. The next term of $J_1$ lowers the amplitude by the fraction $\beta^2/8=0.00125$. Depletion of the initial state replaces the amplitude $x$ by $\sin x$, which lowers it by $x^2/6=0.0007$.

### From an amplitude to an absorption coefficient

Now there are many final states. Let $S(q)$ be the squared scattering matrix element, summed over the scatterers in unit volume. Since $A_0=F/\omega$, the squared amplitude is

$$|M|^2=S(q)\,\frac{F^2(\mathbf e\cdot\mathbf q)^2}{4m^2\omega^4}.$$

The golden rule multiplies this by $2\pi\,\delta(E_{k'}-E_k-\omega)$ and sums over $\mathbf k'$. The carrier distribution is isotropic, and $S$ depends on the length of $\mathbf q$ alone. Rotating $\mathbf k$ and $\mathbf k'$ together then changes nothing except the direction of $\mathbf q$ relative to $\mathbf e$. The average of $(\mathbf e\cdot\mathbf q)^2$ over these rotations is $q^2/3$. An angular integration with a screened kernel and a fixed polarization tested this replacement.

It is useful to define

$$\Gamma(\nu)=\left\langle 2\pi\int\frac{d^3k'}{(2\pi)^3}\,S(q)\,q^2\,\delta(E_{k'}-E_k-\nu)\right\rangle ,$$

where the brackets are the average over the Maxwell distribution of $\mathbf k$, and $\nu$ is the energy gained by the electron. The absorption rate per carrier is $F^2\Gamma(\omega)/(12m^2\omega^4)$. The part of the field that varies as $e^{+i\omega t}$ causes stimulated emission, with the same squared amplitude and $\nu=-\omega$. The net power absorbed per volume is therefore

$$P=n\omega\,\frac{F^2}{12m^2\omega^4}\,[\Gamma(\omega)-\Gamma(-\omega)] .$$

The intensity of a wave with field amplitude $F$ in a medium of refractive index $n_r$ is $\tfrac12 n_r c\,\epsilon_{\rm vac}F^2$. In atomic units $\epsilon_{\rm vac}=1/4\pi$, so $I=n_r cF^2/8\pi$. Dividing, with $8\pi/12=2\pi/3$, gives

$$\boxed{\;\alpha=\frac{P}{I}=\frac{2\pi n}{3n_r c\,m^2\omega^3}\,[\Gamma(\omega)-\Gamma(-\omega)]\;}$$

for elastic scattering. The field amplitude has dropped out, which is the mark of linear absorption. For a phonon of energy $\Omega$ and occupation $N$, let $\Gamma$ be computed without the occupation factor. The bracket is then replaced by

$$N\Gamma(\omega+\Omega)+(N+1)\Gamma(\omega-\Omega)-N\Gamma(-\omega+\Omega)-(N+1)\Gamma(-\omega-\Omega).$$

The first two terms absorb a photon while a phonon is absorbed or emitted. The last two do the same for photon emission.

### A first limit: electrons that start at rest

When $\omega$ is far above $T$, the initial momentum is small beside the final one. Set $\mathbf k=0$. Then $q=k'$, and elastic scattering gives $k'=\sqrt{2m\omega}$. The angular integral is $4\pi$, hence

$$\Gamma(\omega)=\frac{2\pi\cdot4\pi}{(2\pi)^3}\int_0^\infty dk'\,k'^4S(k')\,\delta\!\left(\frac{k'^2}{2m}-\omega\right)=\frac{m}{\pi}\,S(k')\,k'^3 .$$

The delta function supplied the factor $m/k'$. An electron at rest has no energy to give up, so $\Gamma(-\omega)=0$. Substitution yields

$$\alpha_{\rm lim}=\frac{2n\,S(k')\,k'^3}{3n_r c\,m\,\omega^3},\qquad k'=\sqrt{2m\omega}.$$

The origin of each power can be read off. The squared amplitude supplies $\omega^{-4}$ and the energy of the photon one factor $\omega$. The squared momentum transfer gives $k'^2$, and the density of final states gives one more $k'$.

If $S(q)=S_j q^{-2j}$, then $\alpha_{\rm lim}\propto\omega^{-3}\,\omega^{3/2-j}$. Since $\lambda=2\pi c/\omega$,

$$\alpha_{\rm lim}\propto\lambda^{\,3/2+j}.$$

Here $n_r$ is taken as constant. It remains to find $j$ for the three scatterers.

### Acoustic phonons: $j=0$

A strain $\nabla\cdot\mathbf u$ shifts the band edge by $D\,\nabla\cdot\mathbf u$, with $D$ the deformation potential. A longitudinal mode of frequency $\Omega_q=sq$ in a medium of mass density $\rho$ has the quantum amplitude $(2\rho\Omega_q)^{-1/2}$. The squared matrix element is therefore

$$\frac{D^2q^2}{2\rho\,\Omega_q}\times\{N_q\ \text{or}\ N_q+1\}.$$

If $\Omega_q\ll T$, both occupation factors are close to $T/\Omega_q$, and the phonon energy may be dropped from the energy balance. Absorption and emission then add up to

$$S_{\rm ac}=\frac{D^2q^2T}{\rho\,\Omega_q^2}=\frac{D^2T}{c_l},\qquad c_l=\rho s^2 .$$

The dependence on $q$ has cancelled, so $j=0$ and the exponent is $3/2$. For an electron starting at rest, a calculation with the phonon energies and occupations kept was compared with this elastic form at $\omega=0.04$ hartree. The ratio is 1.0005 for the parameters of the example, so equipartition is a safe approximation there. The condition is $s\sqrt{2m\omega}\ll T$, so the exponent $3/2$ belongs to the window $T\ll\omega\ll T^2/2ms^2$. In the opposite case only spontaneous phonon emission remains, $S\propto q$, $j=-1/2$, and the exponent tends to 1. Heavier carriers at low temperature reach this regime: for $m=0.3$, $s=0.004$ and $\omega=0.02$ hartree the exponent is 1.34 at 76 K, where equipartition would give 1.54, and 1.0 at 19 K.

### Polar-optical phonons: $j=1$

The coupling follows from the energy that a polar lattice gains around a fixed charge. For one mode, let the Hamiltonian be $\Omega a^\dagger a+g(a+a^\dagger)$. Completing the square gives

$$\Omega\left(a^\dagger+\frac g\Omega\right)\left(a+\frac g\Omega\right)-\frac{g^2}{\Omega},$$

so the ground-state energy falls by $g^2/\Omega$. In electrostatics, the field energy of a unit point charge in Fourier component $\mathbf q$ is $\tfrac12\,4\pi/(\epsilon q^2)$. The lattice lowers it from the value with the high-frequency constant $\epsilon_\infty$ to the value with the static constant $\epsilon_0$. Equating the two energy gains,

$$\frac{g^2}{\Omega}=\frac{2\pi}{q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right),\qquad g^2=\frac{2\pi\Omega}{q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right).$$

Diagonalizing the displaced oscillator tested that this coupling returns the electrostatic energy. The strength to be used is $g^2$ times $N$ or $N+1$. It varies as $q^{-2}$, so $j=1$ and the exponent is $5/2$. For $\omega\gg\Omega$ the two final energies nearly coincide, and the occupation factors add to $2N+1$.

### Ionized impurities: $j=2$

A singly charged impurity in a medium of static constant $\epsilon_0$, screened by the carriers, has a potential whose Fourier component has modulus $4\pi/[\epsilon_0(q^2+\kappa^2)]$. For $N_i$ randomly placed impurities the interference terms average to zero at $q\neq0$, and

$$S_{\rm im}=N_i\left(\frac{4\pi}{\epsilon_0}\right)^2\frac1{(q^2+\kappa^2)^2},\qquad \kappa^2=\frac{4\pi n}{\epsilon_0T}.$$

The Debye form of $\kappa^2$ is a model of static screening. When $k'^2\gg\kappa^2$ it hardly matters, $S\propto q^{-4}$, and the exponent is $7/2$.

The order of the exponents thus has one cause. Higher photon energy demands a larger momentum transfer. Under equipartition a deformation potential supplies a large transfer as readily as a small one, whereas a Coulomb centre supplies it reluctantly.

## II. Thermal carriers, corrections and a numerical case

The symbols carried over are these. Carriers of density $n$, mass $m$ and temperature $T$ absorb light of photon energy $\omega$ in a medium of index $n_r$. The momentum transfer is $\mathbf q$, and $S(q)$ is the squared scattering matrix element per volume. Part I gave

$$\alpha=\frac{2\pi n}{3n_r c\,m^2\omega^3}\,[\Gamma(\omega)-\Gamma(-\omega)],\qquad \alpha_{\rm lim}=\frac{2n\,S(k')\,k'^3}{3n_r c\,m\,\omega^3},\quad k'=\sqrt{2m\omega},$$

where $\Gamma(\nu)$ is the thermal mean of the scattering rate weighted by $q^2$, for an electron that gains energy $\nu$. For $S=S_jq^{-2j}$ the limit varies as $\lambda^{3/2+j}$, with $j=0,1,2$ for acoustic phonons, polar-optical phonons and bare ionized impurities. Polar phonons have energy $\Omega$ and occupation $N$, and $\kappa$ is the inverse screening length.

### The thermal average at fixed momentum transfer

The limit assumed electrons at rest. To let them move, it is easiest to hold $\mathbf q$ fixed and average over $\mathbf k$ first. The energy gain is

$$E_{k'}-E_k=\frac{q^2}{2m}+\frac{k_\parallel q}{m},$$

where $k_\parallel$ is the component of $\mathbf k$ along $\mathbf q$. The other two components do not enter. The Maxwell distribution of $k_\parallel$ is $(2\pi mT)^{-1/2}\exp(-k_\parallel^2/2mT)$. The delta function fixes $k_\parallel=m\nu/q-q/2$ and contributes $m/q$. With $d^3q=4\pi q^2dq$ and $2\pi\cdot4\pi/(2\pi)^3=1/\pi$,

$$\Gamma(\nu)=\frac{m}{\pi\sqrt{2\pi mT}}\int_0^\infty dq\,q^3S(q)\exp\!\left[-\frac{(m\nu/q-q/2)^2}{2mT}\right].$$

This holds for any $S(q)$ for which the integral exists. Expanding the square gives the exponent

$$\frac{\nu}{2T}-\frac{m\nu^2}{2Tq^2}-\frac{q^2}{8mT}.$$

The last two terms are even in $\nu$. Hence

$$\Gamma(-\nu)=e^{-\nu/T}\,\Gamma(\nu),$$

which is detailed balance. For elastic scattering, stimulated emission therefore reduces the absorption by the factor $1-e^{-\omega/T}$. The same factor appears for polar phonons. Since $N+1=Ne^{\Omega/T}$,

$$N\Gamma(-\omega+\Omega)=Ne^{-(\omega-\Omega)/T}\Gamma(\omega-\Omega)=e^{-\omega/T}(N+1)\Gamma(\omega-\Omega),$$

and in the same way $(N+1)\Gamma(-\omega-\Omega)=e^{-\omega/T}N\Gamma(\omega+\Omega)$.

We now have the absorption coefficient to second order, the limiting exponents $3/2$, $5/2$ and $7/2$ for acoustic phonons under equipartition, polar-optical phonons and ionized impurities, and the thermal average $\Gamma(\nu)$ with its detailed balance. It remains to evaluate that average for power-law scatterers, find the corrections to the exponents, compare with Drude, and work through a numerical case and the limits of validity.
